Coalescence-limited density of compact three-dimensional islands under complete condensation

**1. The situation**

Atoms land on a surface that they wet poorly. They diffuse, meet, and form compact islands that grow upward as well as sideways. At first the number of islands rises. As the islands become larger and more numerous they hold the adatom density down, so nucleation slows, and they begin to touch and merge. The island density therefore passes through a maximum. How does this maximum depend on the deposition flux F and the adatom diffusion coefficient D?

Densities are counted per surface site, F is in monolayers per second (ML/s), and D is in sites per second. The deposited dose is θ = Ft, n is the density of stable islands, and Z is the covered fraction of the surface. The critical size i is the size of the largest unstable cluster: one more atom makes it stable.

The result derived below is, at fixed temperature,

n_max ∝ (F/D)^(i/(i+5/2)).

It holds within a mean-field model with these assumptions:

- No atom desorbs (complete condensation).
- Islands nucleate on the perfect surface, not at traps or steps.
- Islands do not move, and they absorb every adatom that reaches them.
- Merged islands quickly return to the same compact shape.

**2. Coverage of islands that keep their shape**

Let an island have base radius b and volume v b³, where v is fixed by the contact angle. If it holds N atoms of volume Ω, then b = (NΩ/v)^(1/3). With site area s, its base covers

πb²/s = c N^(2/3) sites, c = (π/s)(Ω/v)^(2/3).

Nearly all deposited atoms sit in islands, so N = θ/n on average. Treating the islands as equal in size,

Z = n c (θ/n)^(2/3) = c n^(1/3) θ^(2/3). (1)

Solving for the dose gives

θ = (Z/c)^(3/2) n^(−1/2). (2)

Fewer, larger islands need a larger dose to reach the same coverage, because more of their material is stacked in height.

**3. Adatom density between islands**

Give each island a circular cell of radius L, with πL²n = 1 (lengths in site units). The island fills the disc ρ < r, so Z = r²/L². Diffusion across a cell is taken to be fast compared with island growth. The local adatom density m(ρ) then obeys

(D/ρ) d(ρ dm/dρ)/dρ = −F, m(r) = 0, dm/dρ = 0 at ρ = L.

One integration, using the outer condition, gives

dm/dρ = (F/2D)(L²/ρ − ρ).

A second, from r to ρ, gives

m = (F/2D)[L² ln(ρ/r) − (ρ² − r²)/2].

With u = ρ²/L² and L² = 1/(πn) this becomes

m = [F/(4πDn)] [ln(u/Z) − u + Z].

Equal steps in u are equal areas, so the mean over the bare ring is the integral from u = Z to 1 divided by 1−Z. The two parts are

∫ ln(u/Z) du = −ln Z − (1−Z),
∫ (Z−u) du = −(1−Z)²/2.

Their sum is −ln Z − (1−Z)(3−Z)/2. The mean adatom density is therefore

n₁ = q(Z) F/(Dn), q(Z) = [−ln Z − (1−Z)(3−Z)/2] / [4π(1−Z)]. (3)

The corresponding island capture number is (1−Z)/q. A direct numerical solution of the ring problem gives 7.113 at Z = 0.05 and 16.432 at Z = 0.20, as the formula does.

What matters for the exponent is that n₁ equals F/(Dn) times a function of coverage alone.

**4. Nucleation gain**

Clusters up to size i form and break up often enough to stay in equilibrium with the adatoms. In a dilute lattice gas each adatom contributes a statistical weight n₁, and binding contributes a Boltzmann factor. Hence

n_i = C_i n₁^i exp(E_i/kT),

where E_i > 0 is the binding energy relative to i separate adatoms and C_i counts the orientations per site. This is the Walton relation; for i = 1, C₁ = 1 and E₁ = 0.

A stable island forms when a critical cluster captures an adatom. Per unit bare area the rate is σ_i D n₁ n_i, with σ_i taken as constant. Multiplying by the bare fraction 1−Z and dividing by F gives the gain per unit dose:

G = (1−Z) σ_i C_i exp(E_i/kT) (D/F) n₁^(i+1).

Now insert (3). The factor (D/F)(F/D)^(i+1) reduces to (F/D)^i, so

G = B (F/D)^i n^(−i−1) H(Z), (4)
B = σ_i C_i exp(E_i/kT), H = (1−Z) q^(i+1).

**5. Coalescence loss**

Place equal discs at random, with density n and coverage Z = nπr². Two discs touch if their centres are closer than 2r. A given disc has on average nπ(2r)² = 4Z such neighbours. Each pair is shared by two discs, so there are 2Z contacts per island, or 2nZ per site. For 200,000 random discs at Z = 0.03 the count was 0.0605 contacts per island, against 2Z = 0.0600.

When the discs grow at fixed n, new contacts appear at the rate 2n dZ, and each removes one island. This is a low-coverage estimate, which treats the surviving islands as randomly placed. From (1), ∂Z/∂θ at fixed n is (2/3)Z/θ. The loss per unit dose is

Λ = 2n (2/3)Z/θ = (4/3) nZ/θ.

Replacing θ by (2),

Λ = (4/3) c^(3/2) Z^(−1/2) n^(3/2). (5)

**6. The balance at the maximum**

At the maximum G = Λ. Writing Z_m for the coverage there,

B (F/D)^i n^(−i−1) H(Z_m) = (4/3) c^(3/2) Z_m^(−1/2) n^(3/2).

Multiply by n^(i+1) and divide by (4/3)c^(3/2)Z_m^(−1/2). The powers of n add to i + 1 + 3/2 = i + 5/2:

n_max = [ (3/4) c^(−3/2) B H(Z_m) Z_m^(1/2) (F/D)^i ]^(1/(i+5/2)). (6)

This is a scaling law only if Z_m does not itself vary with F/D.

**7. Why the coverage at the maximum is constant**

The full evolution equation is

dn/dθ = B(F/D)^i n^(−i−1) H(Z) − (4/3) nZ/θ.

Set n = Nν and θ = N^(−1/2)τ, with N a constant to be chosen. In (1) the powers of N cancel, since N^(1/3) N^(−1/3) = 1, so

Z = c ν^(1/3) τ^(2/3).

The left side and the loss term both acquire a factor N^(3/2). The gain acquires N^(−i−1). Choosing

N^(i+5/2) = B (F/D)^i

makes all three prefactors equal, and leaves

dν/dτ = ν^(−i−1) H(Z) − (4/3) νZ/τ.

No F/D remains. The curve ν(τ) is universal for given i and c, and so are its maximum and Z_m. Any other nucleation or coalescence factor that depends on Z alone would change the prefactor but not the exponent.

The starting condition must also be forgotten. Before the islands capture most adatoms, n₁ ≈ θ, and nucleation gives n ∼ (D/F)θ^(i+2). Capture takes over when (D/F)nθ ∼ 1, that is, when θ^(i+3) ∼ (F/D)². At that moment

n ∼ (F/D)/θ ∼ (F/D)^((i+1)/(i+3)).

This exponent is larger than i/(i+5/2), because (i+1)(i+5/2) = i² + 7i/2 + 5/2 exceeds i(i+3) = i² + 3i. The islands left by the transient therefore become a vanishing fraction of n_max as F/D → 0.

**8. Tests of the scaling**

The rate equations were integrated in time with explicit adatoms and subcritical clusters, including detachment. This does not assume quasi-steady adatoms or Walton equilibrium, though it keeps (1), the ring capture number and the pair-contact loss. Between D/F = 10¹² and 10¹⁴ the maximum density gave:

- i = 1: exponent 0.2857, Z_m = 0.118
- i = 2: exponent 0.4444, Z_m = 0.065
- i = 3: exponent 0.5455, Z_m = 0.038

The exponents equal i/(i+5/2) to the digits shown, and at D/F = 10¹⁴ the densities agree with (6) to the same precision.

The coalescence estimate was tested separately for i = 1. Islands were placed at random on bare surface at the rate (4), given equal shares of the flux, and merged when they touched. Between BF/D = 10⁻¹¹ and 10⁻⁸ the exponent was 0.2854, against 0.2857, which agrees within a statistical error of several units in the last digit. At 10⁻⁸ the maximum density was 0.975 of the mean-field value. For uniform placement and equal growth, unequal sizes and real merging geometry thus cost a few per cent in the prefactor. The test leaves out how nucleation and growth follow the diffusion field; section 11 gives the size of that effect.

**9. Other limits and where the law stops**

*Fixed dose.* Long before coalescence the loss is negligible. If H is treated as constant, n^(i+1) dn = B(F/D)^i H dθ integrates to

n^(i+2) = (i+2) B (F/D)^i H θ.

At fixed early dose the exponent is then near i/(i+2), not i/(i+5/2). For i = 1 and θ = 0.001 ML the kinetics give 0.320, between 2/7 and 1/3. It lies below 1/3 mainly because H is not constant: a smaller F/D gives a smaller n and Z, hence a larger q and H, which partly offsets the fall in n. The 5/2 belongs to the maximum, or to densities compared at equal coverage on the universal curve.

*Flat islands.* For islands one layer high, Z = θ, and the loss per unit dose is 2n. The balance n^(−i−1)(F/D)^i ∝ n gives i/(i+2). The additional 1/2 for three-dimensional islands comes from (2): the dose at a given coverage varies as n^(−1/2).

*Strong desorption.* If adatoms leave after a lifetime τ_a before reaching an island, n₁ = Fτ_a and the gain per unit dose varies as F^i at fixed temperature. Suppose also that islands grow by direct impact alone. Then d(b³)/dθ ∝ b², so b ∝ θ and Z ∝ nθ². The loss is 2n(2Z/θ), which at fixed Z varies as n^(3/2). Hence n_max ∝ F^(2i/3), a much stronger dependence on flux.

*Changing temperature.* With D ∝ exp(−E_d/kT), both B and D vary in (6), so

n_max ∝ exp{(E_i + iE_d)/[(i+5/2)kT]}.

The E_d part is already contained in F/D. The E_i part comes from B and is not, so for i ≥ 2 the scaling in F/D holds only at fixed temperature.

**10. Example: gallium droplets on GaAs(001)**

In droplet epitaxy, gallium deposited without arsenic forms liquid droplets. A liquid suits the assumption of rapid reshaping after a merger. The following are round model parameters, meant as roughly typical where a typical value is known: T = 523 K (kT = 0.04507 eV), attempt rate 10¹³ s⁻¹, E_d = 0.5 eV, i = 2, E₂ = 0.1 eV, C₂ = 2, σ₂ = 3, s = 0.16 nm², Ω = 0.019 nm³ and contact angle 60°. The dose counts only gallium beyond what the surface reconstruction takes up.

For a spherical cap with contact angle α,

v = π(2 − 3cos α + cos³α)/(3 sin³α) = 1.008,

so c = (π/0.16)(0.019/1.008)^(2/3) = 1.391. Next,

D = (10¹³/4) exp(−0.5/0.04507) = 3.80×10⁷ sites/s,
B = 3 × 2 exp(0.1/0.04507) = 55.2.

For i = 2 the universal curve gives Z_m = 0.0645 and H = 1.474×10⁻³. At F = 0.1 ML/s, F/D = 2.632×10⁻⁹, and the bracket in (6) is

0.75 × 1.391^(−3/2) × 55.2 × 1.474×10⁻³ × 0.254 × (2.632×10⁻⁹)² = 6.54×10⁻²⁰.

Its power 1/4.5 is n_max = 5.455×10⁻⁵ per site. Dividing by 0.16×10⁻¹⁴ cm² gives 3.4×10¹⁰ cm⁻². From (2) the dose at the maximum is (0.0645/1.391)^(3/2)/(5.455×10⁻⁵)^(1/2) = 1.35 ML. Each droplet then holds about 25,000 atoms and has a base radius of 7.8 nm.

At the same temperature, the three fluxes computed give:

- 0.01 ML/s: 1.2×10¹⁰ cm⁻², radius 12.9 nm, dose 2.25 ML
- 0.1 ML/s: 3.4×10¹⁰ cm⁻², radius 7.8 nm, dose 1.35 ML
- 1 ML/s: 9.5×10¹⁰ cm⁻², radius 4.7 nm, dose 0.82 ML

Ten times the flux multiplies the density by 10^(2/4.5) = 2.78. The apparent energy is (0.1 + 2×0.5)/4.5 = 0.244 eV; the kinetics between 513 and 533 K at 0.1 ML/s give the same value.

**11. The model beside real droplets**

Droplet densities of roughly 10⁸ to 10¹¹ cm⁻² are usual in droplet epitaxy, so the example lies in the upper part of that range. Its weakest input is i = 2. The third atom must be bound by well over 0.55 eV, or trimers break up before they grow. With additive pair bonds of 0.1 eV it would gain at most 0.2 eV, and the critical size would be larger. The choice i = 2 is therefore an assumption, not a prediction for gallium.

The assumption of perfect absorption can also fail, since a droplet keeps a finite adatom density in equilibrium with it. At 0.1 ML/s, if taking an atom from the liquid to the surface costs 0.8 eV, that density is 0.5% of the n₁ in (3), curvature included. At 0.6 eV it is 44%. The second case lies outside the model. The n₁ of (3) is then only 3.4 times the density in equilibrium with flat liquid. Adding the equilibrium density held at the droplet edge, at the same n and radius, makes the ratio 4.9. Small droplets evaporate, and with a surface tension of 0.7 N/m the usual droplet estimate puts the critical size near 400 atoms. At 0.8 eV it still gives about ten. The estimate is rough for so few atoms, but it indicates that i = 2 needs a cost near 1 eV.

Where the model does apply, the largest correction comes from the arrangement of the islands. New islands form mostly in the wide gaps, where the adatom density is highest. This adds nucleation and delays contact. When nucleation and growth follow the diffusion field among irregularly spaced islands, n_max is roughly 1.5 to 1.6 times the mean-field value and Z_m is up to about twice as large. The exponent is unchanged, but the densities, doses and radii of section 10 are mean-field figures with this uncertainty. The other corrections estimated are smaller. Using the local instead of the mean adatom density within identical ring cells raises n_max by only 3%. For diffusion four times faster along one surface direction, a rough estimate that takes the geometric instead of the arithmetic mean of the two coefficients as the effective D raises it by about 10%. Desorption is negligible. Its barrier and the liquid-to-surface cost should add up to the heat of vaporisation, about 2.8 eV per atom for gallium. A cost of 1 eV thus means a barrier of 1.8 eV, and the desorbed fraction of the flux is of order 10⁻⁹ with the attempt rate above, or about 10⁻⁷ if judged from the vapour pressure of gallium. The barrier of 2.5 eV in the numerical output gives a still smaller fraction, but it does not match that cost: it would imply a cost of only 0.3 eV, for which the equilibrium adatom density far exceeds n₁ and the model does not apply. Steps and traps are not included. If strong traps are more numerous than n_max and nearly all of them come to hold an island, the density follows their number and the flux scaling is lost. The remaining figures are in the numerical output.

Computed values

```
Ring cell: capture number, numerical and formula
  Z=0.05: 7.113  7.113
  Z=0.20: 16.432  16.432
Disc contacts per island at Z=0.03: 0.0605; 2Z=0.0600
Kinetics, D/F = 1e12 and 1e14: exponent, i/(i+5/2), Zm, n/law
  i=1: 0.2857  0.2857  0.1183  1.0000
  i=1 at fixed dose 0.001 ML: exponent 0.3201
  i=2: 0.4444  0.4444  0.0645  1.0000
  i=3: 0.5455  0.5455  0.0384  1.0000
Spatial merging, i=1: exponent 0.2854 (law 0.2857)
  simulated n_max / mean-field n_max: 0.975
Example: T=523 K, kT=0.04507 eV, i=2, sigma_i=3
  attempt rate 1e+13 1/s, Ed=0.5 eV, E2=0.1 eV, C2=2
  site 0.16 nm^2, atom 0.019 nm^3, contact angle 60 deg
  D=3.800e+07 sites/s, Walton weight=18.39, B=55.18
  shape constant c=1.3910, similarity Zm=0.0645
  q(Zm)=0.11636, H(Zm)=1.4739e-03
  F (ML/s): n law (cm^-2), n kinetics (cm^-2), dose (ML), r (nm)
   0.01: 1.225e+10  1.225e+10  2.25  12.94
   0.10: 3.409e+10  3.409e+10  1.35  7.76
   1.00: 9.487e+10  9.472e+10  0.82  4.67
At F=0.1 ML/s: F/D=2.632e-09, n law=5.455e-05 per site
  atoms per droplet=2.481e+04, Z kinetics=0.0645
  adatom density=5.613e-06 per bare site
  tenfold flux multiplies n_max by 2.783
Apparent energy: kinetics 0.2443 eV, formula 0.2444 eV
Neglected effects at F=0.1 ML/s
  desorbed fraction of flux (barrier 2.5 eV): 4.3e-16
  curvature exponent (tension 0.7 N/m): 0.411
  equilibrium/actual adatoms, formation 0.6 eV: 0.4441
  equilibrium/actual adatoms, formation 0.8 eV: 0.0053
  formation energy for a 10% ratio: 0.667 eV
  local-density nucleation: n_max x 1.029, Zm=0.0679
  anisotropy 4:1, geometric for arithmetic mean D: n_max x 1.104
  dimer breakup/capture rate: 9.686e+03
  third-atom binding must well exceed 0.545 eV
```
